\section*{Becke-Johnson damping of the D3 pair energy: both distance limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: perturbation theory and exact bounds}

\subsection{What dimensions and symmetry fix}

Take two neutral, isotropic atoms A and B at a separation $R$ that is large compared with their sizes. The leading Coulomb coupling between them is that of two dipoles, and it scales as $R^{-3}$. An isotropic atom has no permanent dipole, so this coupling has no average in the unperturbed state, and its first-order energy vanishes. The second-order energy contains the coupling twice. The leading attraction must therefore have the form
\begin{equation}
E_{\mathrm{disp}}(R)\simeq-\frac{C_6}{R^6},
\label{eq:london}
\end{equation}
where $C_6$ has the dimension of energy times length to the sixth power.

The same count shows what is needed at $R=0$. A finite energy cannot be built from $C_6$ alone: it must be divided by the sixth power of some length. If the damping supplies one length $f$, the contribution of $C_6$ at zero separation is a number times $C_6/f^6$, and that of the next coefficient $C_8$ is a number times $C_8/f^8$. At large $R$, the damping can change a term $C_n/R^n$ only through a factor that depends on the ratio $f/R$. The asymptote survives if this factor tends to one as $f/R\to0$. Dimensions leave open the numbers and the factor; these follow from the damping function.

\subsection{The energy and the claim}

Atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal one. The unit of energy is the hartree, $E_{\mathrm h}$, and the unit of length is the bohr. Each pair is counted once. The two-body D3 energy of a pair with Becke-Johnson damping is
\begin{equation}
E(R)=-\frac{s_6C_6}{R^6+f^6}-\frac{s_8C_8}{R^8+f^8},
\label{eq:bj}
\end{equation}
with
\begin{equation}
f=a_1R_0+a_2,\qquad R_0=\sqrt{\frac{C_8}{C_6}} .
\label{eq:f}
\end{equation}
The ratio $C_8/C_6$ has the dimension of length squared, so $R_0$ is a length. The numbers $s_6$, $s_8$, $a_1$ and the length $a_2$ belong to the density functional to which the correction is added. I assume $C_6,C_8,s_6>0$, $s_8\ge0$ and $f>0$, and for the present keep $C_6$ and $C_8$ independent of $R$. The claim is
\begin{align}
E(0)&=-\frac{s_6C_6}{f^6}-\frac{s_8C_8}{f^8},
\label{eq:zero}\\
\lim_{R\to\infty}R^6E(R)&=-s_6C_6 .
\label{eq:inf}
\end{align}

Equation \eqref{eq:inf} is the correct asymptote \eqref{eq:london} under three further conditions: $s_6=1$, $C_6$ is the true coefficient of the separated atoms, and the underlying functional has no $R^{-6}$ tail of its own. If the functional already supplies a fraction of the tail, $s_6$ must supply the remaining fraction. Retardation is left out, since the Coulomb coupling is taken as instantaneous, and so are three-body terms.

\subsection{The correct coefficient from second-order theory}

To say what the true $C_6$ is, place the $z$ axis along the line joining the atoms. With dipole operators $\mathbf d^A$ and $\mathbf d^B$, the coupling is
\begin{equation}
V=\frac{\mathbf d^A\!\cdot\mathbf d^B-3d^A_zd^B_z}{R^3}
=\frac1{R^3}\sum_{i=x,y,z}t_i\,d^A_id^B_i,
\label{eq:V}
\end{equation}
where $(t_x,t_y,t_z)=(1,1,-2)$. Let $m$ and $n$ label excited states of A and B, with excitation energies $\omega_m$ and $\omega_n$. A state in which one atom alone is excited does not contribute, because its matrix element contains the vanishing permanent dipole of the other. Second-order perturbation theory therefore gives
\begin{equation}
E^{(2)}=-\frac1{R^6}\sum_{m,n\ne0}
\frac{\left|\sum_i t_i(d^A_i)_{m0}(d^B_i)_{n0}\right|^2}{\omega_m+\omega_n}.
\label{eq:e2}
\end{equation}

Group the states into degenerate levels $a$ of A and $b$ of B. For an isotropic ground state, the sum over one level cannot prefer a direction, so
\begin{equation}
\sum_{m\in a}(d^A_i)_{0m}(d^A_j)_{m0}=\frac{\delta_{ij}}3D_a,
\qquad D_a=\sum_{m\in a}\left|\mathbf d^A_{m0}\right|^2 ,
\end{equation}
and likewise for B. The factor $1/3$ follows by setting $i=j$ and summing over the three directions. When the square in Eq.~\eqref{eq:e2} is expanded, the numerator for a pair of levels becomes
\begin{equation}
\sum_{ij}t_it_j\frac{\delta_{ij}D_a}{3}\frac{\delta_{ij}D_b}{3}
=\frac{D_aD_b}{9}\sum_i t_i^2=\frac23D_aD_b,
\end{equation}
because $1+1+4=6$. Comparison with Eq.~\eqref{eq:london} gives
\begin{equation}
C_6=\frac23\sum_{a,b}\frac{D_aD_b}{\omega_a+\omega_b}.
\label{eq:c6sum}
\end{equation}

This double sum can be written with properties of the separate atoms. Let a field $F\cos\omega t$ along $z$ act on one atom through the perturbation $-d_zF\cos\omega t$. The first-order amplitude $c_m$ obeys $i\dot c_m=-(d_z)_{m0}F\cos(\omega t)\,e^{i\omega_mt}$. Its driven solution is
\begin{equation}
c_me^{-i\omega_mt}=\frac{F(d_z)_{m0}}2
\left[\frac{e^{i\omega t}}{\omega_m+\omega}
+\frac{e^{-i\omega t}}{\omega_m-\omega}\right].
\end{equation}
The induced dipole is $2\,\mathrm{Re}\sum_m(d_z)_{0m}c_me^{-i\omega_mt}$. The two fractions add to $2\omega_m/(\omega_m^2-\omega^2)$, so the dipole equals $\alpha(\omega)F\cos\omega t$ with
\begin{equation}
\alpha(\omega)=\sum_m\frac{2\omega_m|(d_z)_{m0}|^2}{\omega_m^2-\omega^2}
=\frac23\sum_a\frac{\omega_aD_a}{\omega_a^2-\omega^2}.
\end{equation}
At an imaginary frequency $\omega=iu$ the denominator becomes $\omega_a^2+u^2$.

The energy denominator in Eq.~\eqref{eq:c6sum} is separated by an integral. For positive $a\neq b$, partial fractions and $\int_0^\infty du/(a^2+u^2)=\pi/(2a)$ give
\begin{align}
\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}
&=\frac1{b^2-a^2}\left(\frac\pi{2a}-\frac\pi{2b}\right)\nonumber\\
&=\frac{\pi}{2ab(a+b)} .
\label{eq:integral}
\end{align}
The case $a=b$ follows by continuity. Hence
\begin{equation}
\frac1{a+b}=\frac2\pi\int_0^\infty\frac{ab\,du}{(a^2+u^2)(b^2+u^2)} .
\end{equation}
Insert this with $a=\omega_a$ and $b=\omega_b$. Each sum over levels is then $\tfrac32\alpha(iu)$, and the prefactor is $\tfrac23\cdot\tfrac2\pi\cdot\tfrac94=\tfrac3\pi$:
\begin{equation}
C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du .
\label{eq:cp}
\end{equation}
This is the Casimir-Polder formula. It defines the coefficient that the damped energy has to reproduce at long range.

\subsection{Zero separation: a distance that cannot vanish}

Without damping, $f=0$, and for $s_8>0$
\begin{equation}
E_{f=0}(R)=-\frac{s_8C_8}{R^8}
\left(1+\frac{s_6C_6}{s_8C_8}R^2\right).
\end{equation}
The bracket tends to one as $R\to0$, so the energy falls without limit as $-R^{-8}$. The multipole expansion has then been used where the charge clouds overlap and its premise of separated atoms is false.

Becke-Johnson damping replaces the distance in each term by an effective distance
\begin{equation}
\mathcal R_n=(R^n+f^n)^{1/n},\qquad n=6,8,
\end{equation}
so that Eq.~\eqref{eq:bj} reads $E=-\sum_ns_nC_n/\mathcal R_n^{\,n}$. Since $R^n\ge0$, the effective distance is never smaller than $f$. Each term is therefore bounded in size by $s_nC_n/f^n$. At $R=0$ the effective distance equals $f$, and Eq.~\eqref{eq:zero} follows. The denominators have no zero for $R\ge0$, so the energy approaches this value continuously.

Differentiation shows how it does so:
\begin{equation}
\frac{dE}{dR}=\frac{6s_6C_6R^5}{(R^6+f^6)^2}
+\frac{8s_8C_8R^7}{(R^8+f^8)^2}.
\label{eq:slope}
\end{equation}
Both terms are nonnegative, and the first is positive for $R>0$. The energy rises steadily from its lowest value $E(0)$ towards zero. The pair force $-dE/dR$ is attractive at finite $R>0$ and vanishes at contact as $-6s_6C_6R^5/f^{12}$.

The finite value belongs to the damping model and is not a computed correlation energy of the united atom. Nor does it make the total energy finite at $R=0$, because the repulsion of the two nuclei still diverges as $1/R$. What is gained is a dispersion correction that remains a bounded addition at every distance.

\subsection{Large separation: an error bound}

Measure the energy relative to its leading term by
\begin{equation}
Q(R)=-\frac{R^6E(R)}{s_6C_6}.
\end{equation}
With $C_8/C_6=R_0^2$, Eq.~\eqref{eq:bj} becomes
\begin{equation}
Q(R)=\frac1{1+(f/R)^6}
+\frac{s_8R_0^2}{s_6R^2}\,\frac1{1+(f/R)^8}.
\label{eq:Q}
\end{equation}
Write $y=(f/R)^6$ and use $1/(1+y)=1-y/(1+y)$. The first term then lies between $1-y$ and $1$. The second lies between zero and its value without damping. Therefore
\begin{equation}
-\left(\frac fR\right)^6\le Q(R)-1\le\frac{s_8R_0^2}{s_6R^2}.
\label{eq:bound}
\end{equation}
Both bounds vanish as $R\to\infty$, so $Q\to1$, which is Eq.~\eqref{eq:inf}. The upper bound comes from the next multipole term, scaled by $s_8$, and the lower one from damping, which fades much faster.

\subsection{Numbers for a model pair}

Consider two identical model atoms, each with static polarizability $\alpha=20$ bohr$^3$ and one excitation frequency $\omega=0.5\,E_{\mathrm h}$. Then $\alpha(iu)=\alpha\omega^2/(\omega^2+u^2)$. Equation~\eqref{eq:integral} with $a=b=\omega$ gives $\pi/(4\omega^3)$, and so
\begin{equation}
C_6=\frac3\pi\alpha^2\omega^4\frac{\pi}{4\omega^3}
=\frac34\alpha^2\omega=\frac34(400)(0.5)=150
\end{equation}
in units of $E_{\mathrm h}\,$bohr$^6$. D3 obtains the next coefficient from $C_8=3C_6\sqrt{Q_AQ_B}$, where $Q_A$ and $Q_B$ are fixed atomic parameters. With $Q_A=Q_B=12$ bohr$^2$, $C_8=3(150)(12)=5400\,E_{\mathrm h}\,$bohr$^8$ and $R_0=\sqrt{36}=6$ bohr. The choice $a_1=0.4$, $a_2=4.6$ bohr gives $f=2.4+4.6=7$ bohr. With $s_6=1$ and $s_8=0.8$,
\begin{align}
E(0)&=-\frac{150}{7^6}-\frac{0.8(5400)}{7^8}\nonumber\\
&=(-1.275-0.749)\times10^{-3}\,E_{\mathrm h},
\end{align}
or $-2.02$ m$E_{\mathrm h}$, which is $-5.3$ kJ/mol. Other distances give:
\begin{center}
\begin{tabular}{rrrr}
$R$/bohr & $E$/m$E_{\mathrm h}$ & $E_{f=0}$/m$E_{\mathrm h}$ & $Q$\\
\hline
1 & $-2.024$ & $-4.47\times10^{6}$ & 0.00001\\
4 & $-1.973$ & $-102.5$ & 0.054\\
7 & $-1.012$ & $-2.024$ & 0.794\\
10 & $-0.1751$ & $-0.1932$ & 1.167\\
20 & $-0.002508$ & $-0.002513$ & 1.070\\
\end{tabular}
\end{center}

At $R=f=7$ bohr each denominator is $2f^n$, so the damped energy is half the undamped one and also half of $E(0)$. The ratio $Q$ starts near zero, passes above one and returns to one from above. At large $R$ the positive $C_8$ contribution in Eq.~\eqref{eq:Q}, of order $R^{-2}$, outweighs the damping loss of order $R^{-6}$. Setting the upper bound in Eq.~\eqref{eq:bound} to 0.01 gives $R=\sqrt{0.8(36)/0.01}\approx53.7$ bohr. Beyond this distance the leading term represents the damped energy to one percent of that term. The damping itself is already weak at 20 bohr; what delays the pure $R^{-6}$ law is the $C_8$ term. These statements concern the nonretarded formula. For atoms with this excitation frequency, retardation already weakens the attraction by about one percent at 54 bohr and by about three percent at 100 bohr.

\section{Second derivation: normal modes and power series}

\subsection{Symbols and results carried over}

The pair energy is Eq.~\eqref{eq:bj}, with dispersion coefficients $C_6,C_8$, scale factors $s_6,s_8$, damping radius $f=a_1R_0+a_2>0$ and $R_0^2=C_8/C_6$. The first derivation gave $E(0)=-s_6C_6/f^6-s_8C_8/f^8$ and $R^6E(R)\to-s_6C_6$. It identified the correct $C_6$ with the Casimir-Polder integral \eqref{eq:cp} over the polarizabilities $\alpha_A(iu)$ and $\alpha_B(iu)$. The model pair has $C_6=150\,E_{\mathrm h}\,$bohr$^6$, $C_8=5400\,E_{\mathrm h}\,$bohr$^8$, $s_6=1$, $s_8=0.8$ and $f=7$ bohr. Atomic units are kept.

The same two limits are now obtained without a sum over excited states and without inequalities. The long-range coefficient comes from the normal modes of two coupled oscillators, and the behaviour of the damped energy from its power series on either side of $R=f$.

The first derivation has shown that the damped pair energy is finite at $R=0$ and approaches $-s_6C_6/R^6$ at large $R$, and it has identified the true $C_6$ with the Casimir-Polder integral. It remains to obtain the coefficient from coupled oscillators and both limits from power series, to let the coefficients vary with geometry, and to compare what the two derivations assume.
